# Depletion width of a silicon junction from its measured capacitance

## Question

I have a silicon p–n junction made by implanting boron into n-type material and annealing it. Under a small reverse bias its capacitance is 100 nF/cm². I am supposed to find the depletion width by treating the junction as a parallel-plate capacitor, and I can't justify that.

A parallel-plate capacitor has its charge on two thin sheets. My junction has charge spread through the whole depleted layer, and the doping isn't even uniform. When I tried a simple step junction, uniform on each side, and divided the total charge on one side by the total potential drop, I got twice the parallel-plate value. So is my width wrong by a factor of two? And is the width the same thing as the depth of the junction?

## Answer

The parallel-plate formula is right for your measurement, and so is your factor of two. They answer different questions. A capacitance meter applies a small alternating voltage and records how much charge moves, so it measures \(dQ/dV\), not \(Q/V\). The charge that moves sits at the two edges of the layer, even though the total charge fills it.

**The model**

Let \(x\) be the depth below the surface and \(N(x)\) the density of ionized donors minus that of ionized acceptors. It is negative on the p side, which here lies nearer the surface, and positive on the n side. It changes sign at the junction depth \(x_j\). Assume that

- the layer \(x_p<x<x_n\) contains no mobile carriers, and the material outside it is neutral and free of field;
- the dopants keep their charge when the bias changes;
- everything depends on depth alone, and the permittivity is uniform.

I use Hartree atomic units for the algebra: the elementary charge is 1 and the vacuum permittivity is \(1/(4\pi)\), so silicon has permittivity \(\varepsilon_r/(4\pi)\). Poisson's equation in the layer is

\[
\phi''(x)=-\frac{4\pi}{\varepsilon_r}N(x),\qquad \phi'(x_p)=\phi'(x_n)=0 .
\]

Integrating it once across the layer gives zero on the left, because the field vanishes at both edges. The layer is therefore neutral as a whole:

\[
\int_{x_p}^{x_n}N\,dx=0 .
\]

The potential drop \(\psi=\phi(x_n)-\phi(x_p)\) follows by integration by parts:

\[
\psi=\int_{x_p}^{x_n}\phi'\,dx=\big[x\phi'\big]_{x_p}^{x_n}-\int_{x_p}^{x_n}x\,\phi''\,dx
=\frac{4\pi}{\varepsilon_r}\int_{x_p}^{x_n}xN\,dx .
\]

The bracket vanishes, again because the edge fields are zero.

**What a small change of bias does**

Raise the reverse bias slightly. Electrons withdraw from the n-side edge and holes from the p-side edge, so \(\delta x_n>0\) and \(\delta x_p<0\). The positive charge uncovered on the n side is \(\delta Q=N(x_n)\,\delta x_n\). Varying the neutrality condition gives

\[
N(x_n)\,\delta x_n-N(x_p)\,\delta x_p=0
\quad\Rightarrow\quad N(x_p)\,\delta x_p=\delta Q .
\]

Both factors on the left of the last equation are negative, so the sign is consistent. Now vary the potential drop. Only the limits of the integral change:

\[
\delta\psi=\frac{4\pi}{\varepsilon_r}\big[x_nN(x_n)\,\delta x_n-x_pN(x_p)\,\delta x_p\big]
=\frac{4\pi}{\varepsilon_r}(x_n-x_p)\,\delta Q .
\]

With \(W=x_n-x_p\), the capacitance per area is

\[
C=\frac{\delta Q}{\delta\psi}=\frac{\varepsilon_r}{4\pi W},
\qquad
W=\frac{\varepsilon_r}{4\pi C}.
\]

The profile has dropped out. The charge already in the layer contributes to \(\psi\), but it does not change during the small step. What changes is a thin sheet \(+\delta Q\) at one edge and a thin sheet \(-\delta Q\) at the other, which is a parallel-plate capacitor.

I have taken \(\delta\psi\) to equal the change of applied bias. In a graded profile this is an approximation, because the neutral material just outside a moving edge carries a small built-in potential difference of its own. The carrier calculation below includes it.

**Your factor of two**

Take a step junction with acceptor density \(N_A\) over a depleted thickness \(d_p\), donor density \(N_D\) over \(d_n\), and the origin at the junction. Neutrality gives \(Q=N_Dd_n=N_Ad_p\). Then

\[
\psi=\frac{4\pi}{\varepsilon_r}\left(\frac{N_Ad_p^2}{2}+\frac{N_Dd_n^2}{2}\right)
=\frac{4\pi}{\varepsilon_r}\,\frac{Q(d_p+d_n)}{2},
\qquad
\frac{Q}{\psi}=2\,\frac{\varepsilon_r}{4\pi W}.
\]

That is your result. But \(W=Q(1/N_A+1/N_D)\), so \(\psi\) is proportional to \(Q^2\). Hence \(d\psi/dQ=2\psi/Q\), and \(dQ/d\psi\) is half of \(Q/\psi\), which is the parallel-plate value.

The factor depends on the profile. For a linear profile \(N=Gx\) the edges lie at \(\pm W/2\), and

\[
Q=\int_0^{W/2}Gx\,dx=\frac{GW^2}{8},\qquad
\int_{-W/2}^{W/2}Gx^2\,dx=\frac{GW^3}{12},\qquad
\frac{Q}{\psi}=\frac32\,\frac{\varepsilon_r}{4\pi W}.
\]

The derivative is still the parallel-plate value: \(dQ=(GW/4)\,dW\) and \(d\psi=(4\pi/\varepsilon_r)(GW^2/4)\,dW\), whose ratio is \(\varepsilon_r/(4\pi W)\).

**The number**

In SI-based units \(\varepsilon_r/(4\pi)\) becomes \(\varepsilon_r\varepsilon_0\). With \(\varepsilon_r=11.7\) this is \(1.0359\times10^{-12}\) F/cm, so

\[
W=\frac{1.0359\times10^{-12}\ \text{F/cm}}{1.00\times10^{-7}\ \text{F/cm}^2}
=1.036\times10^{-5}\ \text{cm}=103.6\ \text{nm}=1036\ \text{Å}.
\]

In atomic units the same capacitance is \(4.756\times10^{-4}\), and \(11.7/(4\pi\times4.756\times10^{-4})\) gives 1958 bohr, the same length. Using 11.9 for the permittivity, another value in common use, would give 105.4 nm. "Near 104 nm" is therefore a fair statement, while the decimal serves only for comparisons at fixed permittivity.

**An implanted junction with this capacitance**

Take round parameters at 300 K: a donor background \(N_D=3\times10^{17}\) cm⁻³ and a Gaussian acceptor profile with peak \(N_0=10^{19}\) cm⁻³ at the surface and standard deviation \(s=50\) nm,

\[
N(x)=N_D-N_0e^{-x^2/(2s^2)} .
\]

The junction is where \(N=0\):

\[
x_j=s\sqrt{2\ln(N_0/N_D)}=50\sqrt{2\ln 33.3}\ \text{nm}=132.4\ \text{nm}.
\]

The edges follow from two conditions solved numerically, overall neutrality and \(x_n-x_p=103.6\) nm. They lie at 98.1 nm and 201.7 nm. This answers your last question: the width is not the junction depth. The depleted layer straddles the junction, with 34.3 nm on the p side and 69.3 nm on the n side.

The potential integral gives a total drop of 1.588 V. Part of it is built in. With Boltzmann statistics the equilibrium electron densities at the two edges are \(N(x_n)\) and \(n_i^2/|N(x_p)|\), and their ratio is \(\exp(V_{bi}/k_BT)\). Therefore

\[
V_{bi}=k_BT\,\ln\frac{|N(x_p)|\,N(x_n)}{n_i^2}.
\]

The profile gives net densities of about \(1.16\times10^{18}\) and \(2.97\times10^{17}\) cm⁻³ at the edges. With \(k_BT\) equivalent to 25.85 mV and a rough \(n_i=10^{10}\) cm⁻³, \(V_{bi}=0.925\) V. The sharp-edge layer therefore has the width 103.6 nm, and \(dQ/d\psi=100\) nF/cm², at a reverse bias of \(1.588-0.925=0.663\) V. Because \(V_{bi}\) grows as the edges move, \(dQ/dV\) is 100.7 nF/cm² at that bias and falls to 100 at 0.691 V.

As a test of the independence from profile, I moved the n-side edge by ±0.05 nm about this width, found the other edge from neutrality, and took the ratio of the changes in \(Q\) and \(\psi\). The result was 100.000 nF/cm² for this implant, for a step from \(10^{18}\) cm⁻³ acceptors to \(3\times10^{17}\) cm⁻³ donors, and for a linear profile of gradient \(10^{16}\) cm⁻³ per nm. For the step, \(Q/\psi\) was 200.00 nF/cm².

**What if the edges are not sharp?**

Real carrier densities fall off over a few Debye lengths. One Debye length is 7.5 nm on the n side here. Let \(n\) and \(p\) be the electron and hole densities. When the bias rises by \(\delta V\), the charge density changes by \(\delta\rho=\delta p-\delta n\). Place the end points in neutral material where the field does not change. The same integration by parts, applied to the changes, gives

\[
\delta V=\frac{4\pi}{\varepsilon_r}\int x\,(\delta p-\delta n)\,dx .
\]

Neutrality requires equal numbers of electrons and holes to leave, \(\delta Q=-\int\delta n\,dx=-\int\delta p\,dx\). Define the centroids \(X_n=\int x\,\delta n\,dx/\int\delta n\,dx\) and \(X_p\) likewise. Then

\[
\delta V=\frac{4\pi}{\varepsilon_r}(X_n-X_p)\,\delta Q
\quad\Rightarrow\quad
\frac{\varepsilon_r}{4\pi C}=X_n-X_p .
\]

So, with fixed dopant charge, the capacitance gives the distance between the centroids of the moved electrons and the moved holes. Calling it the depletion width identifies those centroids with sharp edges.

To see what this costs, I solved Poisson's equation for the same implant with Boltzmann carriers and flat quasi-Fermi levels separated by the bias. The capacitance came from a 10 mV bias step. It reaches 100 nF/cm² at 0.741 V, not 0.663 V. At that bias three lengths can be compared:

- distance between centroids: 103.6 nm, in agreement with the formula;
- sharp-edge width: 105.6 nm;
- distance between the points where each carrier density is half the net doping: 101.4 nm when the crossing points are interpolated (the 101.8 nm in the output rounds both points outward to the 0.25 nm grid).

The alternatives differ from the centroid distance by about 2% in this example. The gap grows as the total drop shrinks: a peak of \(10^{20}\) cm⁻³ with \(s=20\) nm on a background of \(1.3\times10^{17}\) cm⁻³ reaches 100 nF/cm² near 0.11 V, where the sharp-edge width is 3.6% larger than the centroid distance. The 0.078 V difference in bias has two parts: about 0.028 V from the changing built-in potential of the graded profile (0.691 V against 0.663 V), and about \(2k_BT/e=0.052\) V from the carrier tails, the shift that a step junction shows.

**What the reading says about the implant**

One capacitance value gives one length. It does not give the dose, the junction depth or the doping. A second reading at a nearby bias adds information, because in the sharp-edge model

\[
\delta W=\delta x_n-\delta x_p=\delta Q\left(\frac1{N(x_n)}+\frac1{|N(x_p)|}\right).
\]

With \(\delta Q=C\,\delta V\), the measured quantity \(C/(dW/dV)\) is an effective density \(N_{\rm eff}\) given by \(1/N_{\rm eff}=1/N(x_n)+1/|N(x_p)|\). If the p side is doped far more heavily at its edge, this is the n-side doping. In the present example it is \(2.4\times10^{17}\) cm⁻³, about 20% below the actual \(N(x_n)\), because the p-side edge lies in the graded tail of the implant.

**How this compares with a real diode**

The parameters are in the regime of an annealed shallow boron implant in an n-type well. The peak is low for a contact region, where \(10^{20}\) cm⁻³ is a rough typical value, and a real profile need not be Gaussian. Such differences alter the edge positions and the bias, but not the width inferred from a given \(C\). The following do affect that width:

- **Side wall.** For a square diode of side \(L=100\) μm, approximate the curved edge of the junction by a quarter-cylinder of radius \(x_j\) with the same capacitance per area. Its share is \(4L(\pi x_j/2)/L^2=2\pi x_j/L=0.83\%\); solving the depletion layer in cylindrical geometry with the same radial profile raises this to about 0.9%. Dividing by the flat area alone makes \(W\) too small by about that fraction.
- **Traps.** Residual implant damage can break the assumption of fixed charge. If a fraction \(f\) of the moved charge on one side comes from traps a distance \(a\) inside the edge, the centroid shifts inwards by \(fa\). For illustration, 5% at 30 nm makes the reading 1.5 nm too small.
- **Series resistance.** A resistance \(R\) in series gives the admittance \(i\omega C/(1+i\omega RC)\), so a meter set to parallel mode reads \(C/(1+\omega^2R^2C^2)\). For 0.01 Ω cm² at 1 MHz the loss is 0.004%.
- **Temperature.** With a rough relative slope \(\varepsilon_r^{-1}\,d\varepsilon_r/dT\) of \(10^{-4}\) per K, 50 K changes \(W\) by 0.5 nm at fixed \(C\).

Hole degeneracy changes the bias, not the relation between \(C\) and \(W\). It shifts the Fermi level at the p-side edge by about 0.4 mV, which is negligible here. The model also takes all the boron to be ionized. Near \(10^{18}\) cm⁻³ at 300 K, part of it is neutral outside the layer and becomes ionized as the edge moves past. That charge appears in the same edge region as the departing holes, so \(C\) still gives the centroid distance of the moved charge, now including this part; I have not computed the shift of that centroid. With an isolated level 45 meV above the valence band, about a third of the boron at the edge is neutral and the built-in potential falls by roughly 15 mV. Band-gap narrowing, tens of meV at these dopings, is also left out, so the biases quoted above hold for the model and are not good to their last digits for a real diode.

The junction must also block current. The peak field is 0.244 MV/cm in the sharp-edge model. With a rough electron ionization coefficient \(A\,e^{-B/E}\), where \(E\) is the field, \(A=7\times10^5\) cm⁻¹ and \(B=1.2\) MV/cm, the ionization integral across the layer is 0.017, against 1 at breakdown. This local-field estimate overstates the multiplication here, because the whole drop of 1.6 V is no larger than the threshold energy for impact ionization, roughly 1.5 times the gap. For band-to-band tunnelling, a triangular barrier of height 1.12 eV at the peak field is 45.9 nm long. A rough mass of 0.2 electron masses gives a probability near \(10^{-64}\). That estimate ignores the indirect gap and the two-band form of the barrier, but even half the exponent would leave tunnelling negligible.

The formula does fail under strong forward bias, where injected minority carriers store charge outside the layer. If the layer reached a metal contact, that edge could no longer move and the relation for \(N_{\rm eff}\) would fail. The capacitance would still give the distance from the contact to the other edge, because the moved charge would sit on the metal surface. Under your small reverse bias neither case applies to the example, and the width to report is about 104 nm. The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
relative permittivity: 11.7
capacitance: 100 nF/cm2
permittivity of silicon: 1.0359e-12 F/cm
capacitance in atomic units: 4.7560e-04
width in atomic units: 1957.6 bohr
depletion width: 103.6 nm = 1036 angstrom
dQ/dpsi at this width, step profile: 100.000 nF/cm2
dQ/dpsi at this width, linear profile: 100.000 nF/cm2
dQ/dpsi at this width, implant profile: 100.000 nF/cm2
Q/psi at this width, step profile: 200.00 nF/cm2
temperature: 300 K; kT/e: 25.85 mV
donor background: 3.0e+17 cm^-3
acceptor peak: 1.0e+19 cm^-3
implant standard deviation: 50 nm
intrinsic density (rough): 1e+10 cm^-3
junction depth: 132.4 nm
sharp edges, p and n side: 98.1 and 201.7 nm
potential drop, sharp edges: 1.588 V
built-in part: 0.925 V
reverse bias, sharp edges: 0.663 V
peak field: 0.244 MV/cm
reverse bias, mobile carriers: 0.741 V
capacitance, mobile carriers: 100.000 nF/cm2
centroid distance: 103.59 nm
half-density distance: 101.8 nm
sharp-edge width at the same bias: 105.6 nm
Debye length, n side: 7.5 nm
width if permittivity is 11.9: 105.4 nm
permittivity slope (rough): 1e-04 per K
width change over 50 K: 0.52 nm
series resistance: 0.01 ohm cm2 at 1 MHz
capacitance lost to it: 0.0039 %
diode side: 100 um; wall share: 0.83 %
valence-band density (rough): 2.7e+19 cm^-3
degeneracy shift at p edge: 0.39 mV
degeneracy shift at implant peak: 3.27 mV
ionization A, B (rough): 7e+05 /cm, 1.2 MV/cm
ionization integral (breakdown at 1): 0.0166
gap: 1.12 eV; tunnelling mass (rough): 0.2 m_e
tunnelling barrier length: 45.9 nm
log10 of tunnelling probability: -64.5
```
